# The leading Makov-Payne correction for a charged cubic supercell, part 1

(Sections cited here and not found follow in the second part.)

## From the periodic sum to the inverse-length law

When the energy of a charged oxygen vacancy in an oxide, or of an ion in a box of water, has been computed in a periodic cell, one must decide whether to accept the number, correct it, or pay for a larger cell. The decision depends on how fast the energy approaches that of a single charge in an unlimited host. The approach is slow. For a localized charge $qe$ in a simple cubic cell of side $L$, in an insulating host of permittivity $\varepsilon$,

$$
E_{\rm iso}=E_{\rm per}+\frac{\alpha q^2e^2}{2\varepsilon L}+O(L^{-3}),
\qquad \alpha\simeq 2.8373 .
$$

Here $E_{\rm per}$ is the energy per periodic cell, $E_{\rm iso}$ is the energy of the isolated charge in the same host, $e$ is the positive elementary charge, and $q$ is an integer of either sign. Doubling $L$ halves the leading error, although it multiplies the number of atoms by eight. It therefore pays to know the coefficient and to add the term.

Gaussian units are used. Let $\rho(\mathbf r)$ be the charge density placed in the host, without the polarization charge by which the host responds. It is localized, its shape does not change with $L$, and its integral is $qe$. The host is an insulator with linear response and cubic symmetry. Its response to a slowly varying field is the number $\varepsilon$; its response at wavevector $\mathbf k$ is written $\varepsilon(\mathbf k)$, with $\varepsilon(\mathbf k)\to\varepsilon$ as $\mathbf k\to0$. Local fields that couple different wavevectors are left out of this description. The second half examines a host made of discrete polarizable points, in which they are present.

With the transform $\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}\,d^3r$, the value at zero wavevector is $\rho(0)=qe$. A periodic array of such charges has infinite electrostatic energy, because every cell carries the same net charge. The calculation removes the divergence by adding a uniform density $-qe/V$, where $V=L^3$. The neutral periodic density is

$$
\rho_{\rm per}(\mathbf r)=\sum_{\mathbf R}\rho(\mathbf r-\mathbf R)-\frac{qe}{V}
=\frac1V\sum_{\mathbf G\ne0}\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r},
$$

where $\mathbf R$ runs over the supercell lattice and $\mathbf G=2\pi\mathbf n/L$ over its reciprocal lattice, with $\mathbf n$ a vector of integers. The background has cancelled the term $\mathbf G=0$ and has changed no other term.

In the host, Poisson's equation for each component reads $G^2\varepsilon(\mathbf G)\phi_{\mathbf G}=4\pi\rho_{\mathbf G}$. It leaves the mean potential undetermined, and we set this mean to zero. Hence

$$
\phi_{\rm per}(\mathbf r)=\frac1V\sum_{\mathbf G\ne0}
\frac{4\pi\rho(\mathbf G)}{\varepsilon(\mathbf G)G^2}e^{i\mathbf G\cdot\mathbf r}.
$$

To find the energy, let the charge grow from zero as $\lambda\rho_{\rm per}$, with $\lambda$ running from 0 to 1. Linear response makes the potential $\lambda\phi_{\rm per}$, so the work done is

$$
E_{\rm per}=\int_0^1\lambda\,d\lambda\int_V\rho_{\rm per}\phi_{\rm per}\,d^3r
=\frac12\int_V\rho_{\rm per}\phi_{\rm per}\,d^3r .
$$

This includes the energy stored in the polarized host. If the response is that of a host at fixed temperature, the work is a free energy. Inserting the two Fourier series and using the orthogonality of plane waves over the cell gives

$$
E_{\rm per}=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{f(\mathbf G)}{G^2},
\qquad f(\mathbf k)=\frac{|\rho(\mathbf k)|^2}{\varepsilon(\mathbf k)} .
$$

For the isolated charge the same argument gives an integral in place of the sum:

$$
E_{\rm iso}=2\pi\int\frac{d^3k}{(2\pi)^3}\frac{f(\mathbf k)}{k^2}.
$$

The integral converges at small $k$, since the volume element contains $k^2\,dk$. The finite-size error is thus the difference between a lattice sum without its origin and the corresponding integral. Its scaling can be seen at once. The region around $\mathbf k=0$ that the sum fails to sample has linear size of order $1/L$, and the integral of $1/k^2$ over a region of that size is proportional to $1/L$. The numerical coefficient needs more care.

Consider first a unit point charge in vacuum, repeated on the lattice with its background. Its potential is

$$
\psi_L(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},
$$

understood as the limit of a sum with a Gaussian convergence factor. Since $\mathbf G=2\pi\mathbf n/L$, the factor $1/(VG^2)$ is proportional to $L^2/L^3=1/L$, and the phases depend on $\mathbf r/L$. Therefore $\psi_L(\mathbf r)=\psi_1(\mathbf r/L)/L$. Near the charge, $\psi_L$ must contain $1/r$; what is left at the origin is the potential of all the images and of the background. We define the Madelung constant by

$$
\lim_{\mathbf r\to0}\left[\psi_L(\mathbf r)-\frac1r\right]=-\frac{\alpha}{L}.
$$

The scaling relation shows that $\alpha$ is a pure number. It belongs to one charge per simple cubic cell, with $L$ as the unit of length. For another cell shape the lattice sum must be done again.

To evaluate it, split the point charge into a smooth part and a short-range part. A unit Gaussian density with transform $e^{-s^2k^2}$ is $(4\pi s^2)^{-3/2}e^{-r^2/4s^2}$, and its potential is $\operatorname{erf}(r/2s)/r$. This can be checked by writing the potential as $u(r)/r$, for which $-\nabla^2(u/r)=-u''/r$. With $u=\operatorname{erf}(r/2s)$,

$$
u'=\frac{e^{-r^2/4s^2}}{\sqrt\pi\,s},\qquad
-\frac{u''}{r}=\frac{e^{-r^2/4s^2}}{2\sqrt\pi\,s^3}
=4\pi\frac{e^{-r^2/4s^2}}{(4\pi s^2)^{3/2}},
$$

as required. Since $u(0)=0$, there is no additional point charge at the origin. The difference between the point and Gaussian potentials is $\operatorname{erfc}(r/2s)/r$, and its transform is $4\pi(1-e^{-s^2k^2})/k^2$, which tends to $4\pi s^2$ at $k=0$.

Poisson summation states that, for a function $F(\mathbf r)$ with transform $\tilde F(\mathbf k)$,

$$
\frac1V\sum_{\mathbf G}\tilde F(\mathbf G)e^{i\mathbf G\cdot\mathbf r}
=\sum_{\mathbf R}F(\mathbf r-\mathbf R).
$$

It is the Fourier series of the periodic function on the right. Applied to the short-range part, with the term $\mathbf G=0$ moved to the other side, it gives

$$
\psi_L(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}
\frac{e^{-s^2G^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}
+\sum_{\mathbf R}\frac{\operatorname{erfc}(|\mathbf r-\mathbf R|/2s)}{|\mathbf r-\mathbf R|}
-\frac{4\pi s^2}{V}.
$$

As $\mathbf r\to0$, the term $\mathbf R=0$ becomes $1/r-1/(\sqrt\pi s)$, because $\operatorname{erf}x\simeq2x/\sqrt\pi$ for small $x$. Removing $1/r$ leaves

$$
-\frac{\alpha}{L}=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-s^2G^2}}{G^2}
+\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2s)}{R}
-\frac{4\pi s^2}{V}-\frac1{\sqrt\pi s}.
$$

Both sums converge rapidly when $s$ is a moderate fraction of $L$. Their evaluation gives $\alpha=2.837297$.

A real-space construction gives an independent value. Enclose each unit point charge in its own cube of background. The cube is neutral and, by cubic symmetry, has neither dipole nor quadrupole, so the potentials of distant cubes can be summed directly. The sum does not have zero mean, however. If $\rho_c$ is the density of one neutral cube, its transform begins as $-\frac{k^2}{6}\int\rho_c r^2d^3r$. Multiplication by $4\pi/k^2$ gives the integral of its potential over all space, and division by $V$ gives the mean potential of the array:

$$
\bar\phi=-\frac{2\pi}{3V}\int\rho_c r^2\,d^3r .
$$

The point charge contributes nothing to the second moment, and the uniform cube contributes $-3L^2/12=-L^2/4$. Thus $\bar\phi=\pi/(6L)$, which must be subtracted from the potential at the charge. Summing the neighbouring cubes out to a radius of $8L$, and adding the potential of the charge's own background cube, gives $\alpha=2.837304$. The two values differ by $7\times10^{-6}$.

The Ewald formula also contains the energy of a spread-out charge. Take $f(\mathbf k)=f_0e^{-s^2k^2}$, where $f_0=f(0)$. The isolated energy is

$$
2\pi f_0\int\frac{d^3k}{(2\pi)^3}\frac{e^{-s^2k^2}}{k^2}
=\frac{f_0}{\pi}\int_0^\infty e^{-s^2k^2}\,dk
=\frac{f_0}{2\sqrt\pi s}.
$$

The periodic energy is $(2\pi f_0/V)\sum_{\mathbf G\ne0}e^{-s^2G^2}/G^2$. Half of the Ewald formula supplies this sum, and the term $1/(2\sqrt\pi s)$ cancels in the difference:

$$
(E_{\rm per}-E_{\rm iso})_{\rm Gauss}
=f_0\left[-\frac{\alpha}{2L}+\frac{2\pi s^2}{V}
-\frac12\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2s)}R\right].
$$

The last sum is negligible when $s\ll L$. The width of the charge has no influence on the term in $1/L$.

A general $f(\mathbf k)$ can be reduced to this case. The lattice sum and the integral are both unchanged if $f$ is replaced by its average over the 48 operations of the cube, so let $f$ denote that average. Suppose first that it is smooth at the origin. Cubic symmetry then allows no linear term and a single quadratic one:

$$
f(\mathbf k)=f_0+f_2k^2+O(k^4).
$$

Define $h(\mathbf k)$ by

$$
f(\mathbf k)=f_0e^{-s^2k^2}+k^2h(\mathbf k),
\qquad h(0)=f_2+s^2f_0 .
$$

The value of $h(0)$ follows from $e^{-s^2k^2}=1-s^2k^2+\cdots$. The factor $k^2$ cancels the denominator of the energy, and the contribution of $h$ is

$$
2\pi\left[\frac1V\sum_{\mathbf G\ne0}h(\mathbf G)
-\int\frac{d^3k}{(2\pi)^3}h(\mathbf k)\right]
=-\frac{2\pi h(0)}V+2\pi\sum_{\mathbf R\ne0}H(\mathbf R).
$$

Here $H(\mathbf R)$ is the inverse transform of $h$. Poisson summation was used at $\mathbf r=0$: the integral is $H(0)$, so it cancels the real-space term $\mathbf R=0$. The term $-2\pi h(0)/V$ arises because the sum over $\mathbf G$ omits the origin.

Adding the two contributions, we see that $2\pi s^2f_0/V$ cancels, as it must, since $s$ was an arbitrary device:

$$
E_{\rm per}-E_{\rm iso}=-\frac{\alpha f_0}{2L}-\frac{2\pi f_2}{L^3}+\text{smaller terms}.
$$

The smaller terms come from the real-space tails. Since $\rho(0)=qe$ and $\varepsilon(0)=\varepsilon$, we have $f_0=q^2e^2/\varepsilon$, and the leading correction stated at the beginning follows.

The response of a cubic crystal need not be smooth to second order in $k$. It may contain a term such as $(k_x^4+k_y^4+k_z^4)/k^2$, which has the size of $k^2$ but depends on direction. After division by $k^2$ it is a function of direction alone near the origin. Rescaling $\mathbf k$ by $1/L$ shows that its contribution to the difference between sum and integral scales as $1/V$. It alters the coefficient of $L^{-3}$ and leaves the $1/L$ term as it is.

The sign and the factor of one half have a direct meaning. The images and the background produce the potential $-\alpha qe/(\varepsilon L)$ at the charge. For positive $q$ this is negative: the nearby background outweighs the repulsion of the images, and $E_{\rm per}$ lies too low. For negative $q$ both the potential and the charge change sign, and the energy is again too low. The factor one half appears because the images and background grow together with the charge, as in the charging integral. The charge therefore enters as $q^2$, the screening as $1/\varepsilon$, the geometry as $\alpha$, and the cell size as $1/L$.

The leading finite-size error of a localized charge in a cubic insulating host is now known: it falls as $1/L$, with a coefficient fixed by the charge, the permittivity and the Madelung constant, whatever the width of the charge. It remains to work out the $L^{-3}$ term for given charges and hosts, to test the screening by a single permittivity and decide which permittivity applies, and to see where the correction fails in real cells.
